# Recursive Green Functions for the Two States of a Ferroelectric Junction

## What the calculation must settle

A sense threshold for a ferroelectric tunnel memory has to lie between the currents of its two polarisation states. Whether there is room for it depends on two electron transmissions, here near \(10^{-11}\), and on their ratio. One must therefore decide which numerical checks justify trusting numbers so small. Reflection plus transmission equal to one is a necessary check, but it tests neither the potential nor the mesh, and its power over \(T\) fades as \(T\) approaches rounding error.

The model has coherent electrons, one parabolic band per layer, conserved transverse momentum, uniform polarisation \(P\) and linear Thomas-Fermi screening. Positive \(P\) points from the left electrode (1) to the right electrode (2). Energies are measured from the left Fermi level, and permittivities \(\epsilon\) are relative.

## The two potentials

In a degenerate electrode the density obeys \(n\propto E_F^{3/2}\), with \(E_F\) measured from the band bottom. A small electrostatic potential \(\phi\) changes it by \(\delta n=3ne\phi/(2E_F)\). Poisson's equation \(\epsilon_0\epsilon\phi''=e\,\delta n\) then gives exponential decay over the length
\[
\lambda=\sqrt{\frac{2\epsilon_0\epsilon E_F}{3ne^2}} .
\]
The normal displacement at both film faces is \(D\). Each electrode therefore has surface field \(D/(\epsilon_0\epsilon_j)\) and potential drop \(D\lambda_j/(\epsilon_0\epsilon_j)\). The film field is \((D-P)/(\epsilon_0\epsilon_f)\). At short circuit the drops add to zero:
\[
\frac{D\lambda_1}{\epsilon_1}+\frac{(D-P)d}{\epsilon_f}+\frac{D\lambda_2}{\epsilon_2}=0
\quad\Rightarrow\quad
D=\frac{P\,d/\epsilon_f}{\lambda_1/\epsilon_1+\lambda_2/\epsilon_2+d/\epsilon_f}.
\]
For \(P>0\) the potential falls towards the left interface, so the energy of the negative electron rises there by \(\Delta_1=eD\lambda_1/(\epsilon_0\epsilon_1)\). At the right interface the electron energy lies \(\Delta_2=eD\lambda_2/(\epsilon_0\epsilon_2)\) below its value deep in that electrode. With equal flat-band barriers \(\Phi\), the film edge is
\[
U(x)=\Phi+\Delta_1-(\Delta_1+\Delta_2)\frac{x}{d},\qquad
\overline U=\Phi+\frac{\Delta_1-\Delta_2}{2}.
\]
Reversing \(P\) reverses both shifts. The mean barrier is lower when \(P\) points to the electrode with the larger \(\lambda/\epsilon\).

## From the wave equation to a chain

For transverse wave number \(k_\parallel\), the equation with position-dependent mass is
\[
-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)
+\left(U+\frac{\hbar^2k_\parallel^2}{2m}\right)\psi=E\psi .
\]
Integrate it over a cell of width \(a\). The quantity \(J=\psi'/m\) is continuous. Between neighbouring cell centres \(\psi_{n+1}-\psi_n=\int mJ\,dx\approx \bar m aJ\), where \(\bar m\) is the mean of the two masses. Dividing the cell balance by \(a\) gives
\[
(h_n-E)\psi_n-t_n\psi_{n-1}-t_{n+1}\psi_{n+1}=0,
\]
\[
t_n=\frac{\hbar^2}{2\bar m_na^2},\qquad
h_n=t_n+t_{n+1}+U_n+\frac{\hbar^2k_\parallel^2}{2m_n}.
\]
This tight-binding chain is a mesh for the wave equation, not a set of atomic orbitals, so \(a\) must be converged.

In a uniform film the exact decay constant \(\kappa\), given by \(\kappa^2=2m(U-E)/\hbar^2+k_\parallel^2\), is replaced by \(\kappa_a\), where \(4\sinh^2(\kappa_aa/2)=\kappa^2a^2\). Expansion gives \(\kappa_a\approx\kappa(1-\kappa^2a^2/24)\). Since \(T\) varies mainly as \(e^{-2\kappa d}\), the film contributes a relative error
\[
\frac{\delta T}{T}\approx+\frac{\kappa^3da^2}{12}.
\]
The error is second order in \(a\), but it grows with thickness.

## Leads and scattering amplitudes

Let sites \(1\) to \(N\) be the device, with site 1 already in bulk-like left electrode. For an incoming wave of longitudinal wave number \(k\),
\[
\psi_n=e^{ik(n-1)a}+r\,e^{-ik(n-1)a}\qquad(n\le1).
\]
Thus \(\psi_1=1+r\), and eliminating \(r\) from \(\psi_0\) gives
\[
\psi_0=e^{-ika}+re^{ika}=e^{ika}\psi_1-2i\sin ka .
\]
Put this into the equation at site 1, with \(t\) the lead hopping:
\[
(E-h_1+te^{ika})\psi_1+t_2\psi_2=2it\sin ka .
\]
The lead is therefore represented by
\[
\Sigma_L=-te^{ika},\qquad \Gamma_L=i(\Sigma_L-\Sigma_L^\dagger)=2t\sin ka ,
\]
and by the source \(i\Gamma_L\). The right lead gives \(\Sigma_R\) in the same way, without a source. With \(G=(E-H-\Sigma_L-\Sigma_R)^{-1}\), the solution is \(\psi_n=iG_{n1}\Gamma_L\), so
\[
r=-1+i\Gamma_LG_{11}.
\]
The current on a bond is \((2t/\hbar)\,\mathrm{Im}(\psi_n^*\psi_{n+1})\). It equals \(\Gamma_L/\hbar\) for the incoming wave and \(\Gamma_R|\psi_N|^2/\hbar\) for the outgoing one. Their ratio is \(T=\Gamma_R\Gamma_L|G_{N1}|^2\).

With several transverse modes, \(\Sigma\) is diagonal in the lead eigenmodes. An incoming mode \(u\) normalised to unit flux has amplitude \(u/\sqrt{\gamma}\), where \(\gamma\) is its eigenvalue of \(\Gamma_L\), and its source is \(i\Gamma_L^{1/2}u\). Projecting the outgoing waves on flux-normalised modes gives, for open channels,
\[
r=-1+i\Gamma_L^{1/2}G_{11}\Gamma_L^{1/2},\qquad
\tau=i\Gamma_R^{1/2}G_{N1}\Gamma_L^{1/2}.
\]
A closed mode takes the root that decays into the lead. Its \(\Sigma\) is real, its \(\gamma\) is zero, and it must not be counted in the unit matrix in \(r\).

## The recursion

Group the sites into slices, with Hamiltonian \(H_n\) in slice \(n\) and coupling \(V_n=H_{n-1,n}\). Let \(A^{-1}\) be the Green function of the first \(n-1\) slices, including \(\Sigma_L\), and let \(B=E-H_n\). For a source \(s\) in the old part,
\[
Ax-Vy=s,\qquad -V^\dagger x+By=0 .
\]
The first equation gives \(x=A^{-1}(s+Vy)\). Inserted into the second, it yields \((B-V^\dagger A^{-1}V)y=V^\dagger A^{-1}s\). Because \(V\) touches only the last old slice, this becomes
\[
g_n=(E-H_n-V_n^\dagger g_{n-1}V_n)^{-1},\qquad
G_{n1}=g_nV_n^\dagger G_{n-1,1}.
\]
Substituting \(y\) back into \(x\) gives the updated corner,
\[
G_{11}^{\rm new}=G_{11}+G_{1,n-1}V_ng_nV_n^\dagger G_{n-1,1}.
\]
A source in the new slice gives \(G_{1n}=G_{1,n-1}V_ng_n\). The start is \(g_1=(E-H_1-\Sigma_L)^{-1}\), and \(\Sigma_R\) is subtracted in the last inverse. All old blocks on the right-hand sides must be used before they are overwritten.

For \(N\) slices of \(w\) orbitals, the work scales as \(Nw^3\), against \((Nw)^3\) for dense inversion. The corner \(G_{N1}\) is built as a product, so a small transmission is not obtained by subtracting nearly equal numbers.

## What the sum rule proves

Add an absorbing term, so that \(G^{-1}=E+i\eta-H-\Sigma_L-\Sigma_R\). For Hermitian \(H\),
\[
(G^{-1})^\dagger-G^{-1}=-i(\Gamma_L+\Gamma_R+2\eta).
\]
Multiplication by \(G^\dagger\) on the left and \(G\) on the right gives
\[
i(G-G^\dagger)=G^\dagger(\Gamma_L+\Gamma_R+2\eta)G .
\]
Next expand the reflection matrix:
\[
r^\dagger r=1-\Gamma_L^{1/2}\,i(G_{11}-G_{11}^\dagger)\,\Gamma_L^{1/2}
+\Gamma_L^{1/2}G_{11}^\dagger\Gamma_LG_{11}\Gamma_L^{1/2}.
\]
The corner block of the identity contains the last term once, and the two cancel. What remains is
\[
r^\dagger r+\tau^\dagger\tau
=1-2\eta\sum_n\Gamma_L^{1/2}G_{n1}^\dagger G_{n1}\Gamma_L^{1/2}.
\]
At \(\eta=0\) the trace is \(R+T=M\), the number of open incoming channels; for one channel it is one.

The proof holds for any Hermitian \(H\). A wrong barrier height or a coarse mesh therefore passes. So does a wrong wave number in a lead, because the proof uses only \(\Gamma=i(\Sigma-\Sigma^\dagger)\). The rule tests the corner blocks, current conservation and the match between each \(\Gamma\) and its \(\Sigma\).

The test has most force where \(T\) is large. At 2.6 eV, above the barrier, a 0.1 nm mesh gives \(T=0.6753\) and \(R=0.3247\), with a defect of \(1.1\times10^{-15}\). With \(\eta=0.02\) eV the missing flux is 0.3578, and the absorption sum gives the same value.

A harder case places two opposite domains side by side on a ring of six sites, which mixes the channels. It uses the two uniform profiles and is not an electrostatic solution of a domain wall. Recursion and full inversion both give a total \(T=0.7530\). From the left, \(R=5.2470\) and the sum is six. From the right one mode is closed, \(R=4.2470\), and the sum is five.

## An analytic limit

A rectangular barrier tests the mesh and the mass jumps. Define \(v_j=k_j/m_j\) in the electrodes and \(w=\kappa/m_f\) in the film. Let the transmitted wave have \(\psi(d)=c\) and \(J(d)=iv_2c\). Propagation back through the film gives
\[
\psi(0)=c\left(\cosh\kappa d-\frac{iv_2}{w}\sinh\kappa d\right),
\]
\[
J(0)=c\,(iv_2\cosh\kappa d-w\sinh\kappa d).
\]
On the left \(\psi(0)=1+r\) and \(J(0)=iv_1(1-r)\), so \(2=\psi(0)+J(0)/(iv_1)\). Solving for \(c\) and using \(T=(v_2/v_1)|c|^2\),
\[
T=\frac{4v_1v_2}{(v_1+v_2)^2\cosh^2\kappa d+(w-v_1v_2/w)^2\sinh^2\kappa d}.
\]
For \(\kappa d\gg1\) both squared hyperbolic functions tend to \(e^{2\kappa d}/4\), and
\[
T\approx\frac{16v_1v_2w^2}{(v_1^2+w^2)(v_2^2+w^2)}e^{-2\kappa d}.
\]
The exponent sets the scale, while the prefactor describes wave matching at the interfaces. For the film and electrodes of the next section with \(P=0\), at the Fermi level and \(\hbar^2k_\parallel^2/(2m_e)=0.1\) eV, extrapolating two meshes under an \(a^2\) error law gives \(6.28299\times10^{-13}\). The formula gives \(6.28317\times10^{-13}\), a relative difference of \(3\times10^{-5}\).

## A TiN and hafnium-zirconium oxide example

The film is 4 nm thick, with \(P=7\) µC/cm², \(\Phi=2\) eV, mass \(0.2m_e\) and permittivity 30. The left electrode resembles TiN, and the right one is a degenerate conducting oxide. Their screening lengths are 0.1347 and 0.5372 nm, with permittivities 5 and 9. Hence, with lengths in nm,
\[
D=\frac{7(4/30)}{0.1347/5+0.5372/9+4/30}=4.24\ \mu\mathrm{C/cm^2}.
\]
The shifts are \(\Delta_1=0.129\) eV and \(\Delta_2=0.286\) eV. The mean barriers are \(2+(0.129-0.286)/2=1.92\) eV for \(P\) to the right and 2.08 eV for \(P\) to the left.

At \(k_\parallel=0\) the transmissions are \(3.19\times10^{-11}\) and \(8.79\times10^{-12}\), a ratio of 3.62. With \(\hbar^2/(2m_e)=0.0381\) eV nm², the mean barriers give \(\kappa=3.18\) and 3.30 nm⁻¹. The WKB exponent integrated through the actual film gives a ratio of 2.77. In logarithms this is \(1.02/1.29\), or 79% of the contrast. The remaining factor of 1.31 comes from outside the film exponent. With the film profile kept but the band bending in the electrodes removed, it falls to 1.06, so the bending supplies most of it. With two TiN-like electrodes the computed conductance ratio is 1.000000.

The conductance per area follows by summing over transverse momentum. With \(q=\hbar^2k_\parallel^2/(2m_e)\) and \(d^2k_\parallel=2\pi k_\parallel dk_\parallel\),
\[
\frac{G_A}{A}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}T
=\frac{2e^2}{h}\frac{m_e}{2\pi\hbar^2}\int T(q)\,dq .
\]
Here \(G_A\) is the small-bias conductance at zero temperature, and the factor 2 counts spin. Since \(\kappa^2\) gains \(k_\parallel^2\), \(T\) falls roughly as \(e^{-q/q_0}\), with \(q_0=\hbar^2\kappa/(2m_ed)=0.0381\times3.18/4\approx0.030\) eV. The prefactor is \(1.62\times10^{10}\) S cm⁻² eV⁻¹, so the low-resistance estimate is
\[
1.62\times10^{10}\times3.19\times10^{-11}\times0.030
\approx1.6\times10^{-2}\ \mathrm{S/cm^2}.
\]
The full integral gives \(1.54\times10^{-2}\) S/cm². An explicit momentum sum in a 40 nm periodic box agrees with it. The resistance-area products are 65 and 235 Ω cm², and their ratio is 3.61.

## Error budget

**Rounding.** For both states and two transverse energies, \(T\) from the recursion differs from full inversion by at most \(9.3\times10^{-14}\), relative to \(T\). Against \(1-R\) from a 40-digit wave calculation the largest difference is \(6.6\times10^{-14}\). In double precision the low-resistance sum rule has a defect of \(7.5\times10^{-15}\), which is \(2.4\times10^{-4}\) of \(T\). This sum therefore checks \(T\) far less sharply than the other two comparisons. With barrier and defect held fixed, the defect would equal \(T\) after about \(\ln(4.2\times10^3)/(2\times3.18)=1.3\) nm of extra film. A tolerance of \(10^{-10}\) on \(R+T=1\) would already accept \(T=0\) here.

**Mesh.** Halving \(a=0.025\) nm changes the conductances by at most 0.99% and their ratio by 0.03%. Under an \(a^2\) law the full error is four thirds of the shift, so the conductances quoted above are about 1.3% too high. The transmissions are about 1.2% too high, and the third digit of both is not converged. The film formula predicts errors at the original mesh of 0.67% and 0.75% in the two states. These largely cancel in the ratio. Electrodes and interfaces also contribute, and their shares were not separated. The sum rule sees none of this error.

**Inputs.** The leading exponent gives \(\delta\ln T\approx-2\kappa\,\delta d\). At fixed barrier, 0.1 nm of thickness changes \(T\) by a factor of about 1.9, far more than any numerical error above. The ratio depends strongly on screening: making the right screening length 20% shorter or longer gives 2.5 or 5.1. Thomas-Fermi theory assumes a potential that varies slowly over a Fermi wavelength, but these wavelengths are 0.55 and 1.94 nm, longer than the screening lengths. A linear wave-mechanical response at a 2 eV wall gives effective lengths that depend on how far the electrons penetrate the wall: about 0.17 and 0.66 nm if the wall has the film mass, and about 0.12 and 0.61 nm if it keeps the mass of each electrode. With the exponential tails kept, the ratio is then about 4.1 or 4.9, so 3.61 is only a rough estimate.

**Physics left out.** Each effect was added alone. At 300 K the resistance ratio is 3.60, and with the right electrode at +0.1 V it is 3.58; the opposite bias gives 3.63. Nonlinear screening, estimated with corrected interface drops and exponential tails, gives 3.63. An image force raises both conductances about 4.8 times but leaves the ratio at 3.58. Its potential diverges at the interfaces and is cut off here at the Fermi level; a cutoff 1 eV lower gives a factor of about 5.7, so only the ratio is robust.

Two-band decay matters most. It replaces the local barrier \(U\) by \(U(1-U/E_g)\), with a rough gap \(E_g=5.5\) eV. The conductances rise by factors of about 130 and 270 (both grow by about 0.7% when the mesh is converged), and the ratio falls to about 1.75. The reason is that the sensitivity of \(\kappa\) to \(U\) is multiplied by
\[
\frac{1-2U/E_g}{\sqrt{1-U/E_g}}\approx\frac{0.27}{0.80}=0.34
\qquad(U=2\ \mathrm{eV}).
\]
The barrier modulation then counts for about a third as much in the exponent. Scaling the mass by \(1-U/E_g\) instead of the barrier gives the same \(\kappa\) but different wave matching: the factors become about 88 and 159, and the ratio 2.0. The fall in the ratio is thus clear, but its exact size depends on the two-band model. If the mass of \(0.2m_e\) had been fitted to tunnelling with a one-band formula, the rise in conductance would largely count the same effect twice. The fall in the ratio would remain: with the film mass raised so that \(\kappa\) at \(U=2\) eV is unchanged, scaling the barrier gives 1.8 and scaling the mass gives 2.1. A fitted mass therefore does not by itself justify using the ratio 3.61 for design.

## The model beside a real junction

The parameters are rough values for thin hafnium-zirconium oxide; the polarisation is below the roughly 10–20 µC/cm² associated with thicker films. The depolarising field is 1.04 MV/cm, against a rough coercive field of 1.5 MV/cm, so retention of a uniform state is not assured. The largest film field at read is 1.19 MV/cm, below a rough breakdown field of 4.5 MV/cm. The model currents at 0.1 V are \(1.5\times10^{-3}\) and \(4.2\times10^{-4}\) A/cm², or about 15 and 4 pA for a 1 µm² cell. The model also has no non-polar interfacial layer and no difference between the two flat-band barriers; either would change the electrostatics and the asymmetry that sets the ratio. Real films contain defects and grain boundaries, which can break the assumptions of a uniform film, conserved transverse momentum and purely coherent tunnelling. If they add a leakage independent of polarisation and equal to the low-resistance conductance, the ratio becomes \(2\times3.61/(3.61+1)=1.57\). The value 3.61 thus belongs to the defect-free, one-band model with Thomas-Fermi screening. The numerical output lists the settings and main results.

## Values computed for the example and the checks

```
film: 4.0 nm, barrier 2.0 eV, mass 0.2 m_e, permittivity 30.0
polarisation: 7.0 uC/cm2; mesh step 0.025 nm
left TiN-like: E_F 5.0 eV, mass 1.0 m_e, permittivity 5.0
  density 5.077e+22 cm^-3, screening 0.1347 nm
right oxide: E_F 1.0 eV, mass 0.4 m_e, permittivity 9.0
  density 1.149e+21 cm^-3, screening 0.5372 nm
screening charge D: 4.243 uC/cm2
interface shifts, P right: left +0.1291 eV, right -0.2861 eV
low-resistance mean barrier: 1.9215 eV
  T at k=0: 3.18620e-11; |R+T-1|: 7.5e-15
high-resistance mean barrier: 2.0785 eV
  T at k=0: 8.79491e-12; |R+T-1|: 2.2e-16
max relative error of T against full inversion: 9.3e-14
max relative error of T against 40-digit 1-R: 6.6e-14
at 2.6 eV, step 0.1 nm: T 0.675297, R 0.324703
  |R+T-1|: 1.1e-15
with loss 0.02 eV: 1-R-T 0.357845, absorbed 0.357845
two domains at 2.6 eV: total T 0.752986, full 0.752986
  left: R 5.247014, open channels 6
  right: R 4.247014, open channels 5 of 6
rectangular barrier, q=0.1 eV: T mesh limit 6.28299e-13
  analytic T 6.28317e-13
low state: G/A 1.5378e-02 S/cm2, RA 6.5029e+01 ohm cm2
high state: G/A 4.2624e-03 S/cm2, RA 2.3461e+02 ohm cm2
resistance ratio high/low: 3.6078
G/A low from 40 nm box sum: 1.5378e-02 S/cm2
halved mesh: largest G shift 0.985 %, ratio 0.033 %
doubled quadrature: G shift -1.6e-06 %
doubled electrode regions: G shift -2.8e-06 %
ratio at k=0: full 3.6228, WKB exponent alone 2.7698
ratio with two TiN-like electrodes: 1.000000
neglected effects (G factor low, G factor high, resistance ratio):
  300 K: 1.055, 1.056, 3.6025
  0.1 V read: 0.9764, 0.9836, 3.5815
  nonlinear screening: 0.9801, 0.9754, 3.6253
  image force: 4.789, 4.829, 3.5780
  two-band decay: 129.8, 266.8, 1.7549
current at 0.1 V: low 1.502e-03, high 4.192e-04 A/cm2
oxide gap 5.5 eV, fast permittivity 4.5 (rough)
depolarising field: 1.038 MV/cm; rough coercive 1.5 MV/cm
largest film field at read: 1.189 MV/cm; rough breakdown 4.5 MV/cm
```
